# Inverse Dielectric Constant as a Hybrid Mixing Fraction: Motivation and Limits

An electron in an insulator repels another electron less strongly than it would in vacuum, because the remaining electrons polarize around both. Fock exchange uses the bare repulsion and usually opens too large a gap; a semilocal functional usually leaves it too small. A hybrid functional mixes the two, and its fraction of Fock exchange has to come from somewhere. Screening suggests the inverse electronic dielectric constant. This appendix derives that fraction, separates what is derived from what is modelled, and measures the difference on a model crystal.

## 1. Conventions

Hartree atomic units are used. The system is a closed-shell insulator with an isotropic dielectric response. The orbitals $\psi_m$ of one spin have energies $\varepsilon_m$, and

$$\gamma(\mathbf r,\mathbf r')=\sum_{m\,\rm occ}\psi_m(\mathbf r)\psi_m^*(\mathbf r')$$

is the density matrix of one spin, so the total density is $n(\mathbf r)=2\gamma(\mathbf r,\mathbf r)$. The bare interaction is $v=1/|\mathbf r-\mathbf r'|$, the screened one is $W=v+W_c$, and Fock exchange is $\Sigma_F=-\gamma v$, a product taken point by point in $(\mathbf r,\mathbf r')$.

The dielectric constant $\epsilon$ is electronic: the ions are clamped. It includes local fields, and $\alpha=1/\epsilon$.

## 2. From GW to static screened exchange

The GW self-energy is

$$\Sigma(\omega)=\frac{i}{2\pi}\int d\omega'\,e^{i\omega'\eta}\,G(\omega+\omega')\,W(\omega').$$

Its bare part gives $\Sigma_F$. For the part with $W_c$, let $\omega$ lie in the gap, or approach a band edge from inside it. The poles of $G(\omega+\omega')$ and of $W_c(\omega')$ then lie in the second and fourth quadrants of the $\omega'$ plane. Turning the contour onto the imaginary axis sweeps the first and third quadrants and crosses no pole. With $\omega'=iu$ the prefactor becomes $(i/2\pi)\,i=-1/2\pi$. Writing $x_m=\omega-\varepsilon_m$,

$$\Sigma_c=-\frac1{2\pi}\sum_m\psi_m\psi_m^*\int_{-\infty}^{\infty}du\,\frac{W_c(iu)}{x_m+iu}.$$

Since $W_c(iu)$ is even in $u$, only the even part of $1/(x+iu)=(x-iu)/(x^2+u^2)$ contributes:

$$\Sigma_c=-\frac1{2\pi}\sum_m\psi_m\psi_m^*\int du\,W_c(iu)\frac{x_m}{x_m^2+u^2}.$$

The last factor has width $|x_m|$ and area $\pi\,\mathrm{sgn}\,x_m$. If $W_c(iu)$ hardly changes over that width, it can be taken at $u=0$, and each state contributes $-\tfrac12\mathrm{sgn}(x_m)W_c(0)$. Occupied states have $x_m>0$ and weight $-\tfrac12=-1+\tfrac12$; empty states have weight $+\tfrac12$. The $+\tfrac12$ is thus common to all states, and closure, $\sum_m\psi_m(\mathbf r)\psi_m^*(\mathbf r')=\delta(\mathbf r-\mathbf r')$, gives

$$\Sigma_{\rm COHSEX}=-\gamma W(0)+\tfrac12\,\delta(\mathbf r-\mathbf r')\,W_c(\mathbf r,\mathbf r;0).$$

The first term is screened exchange (SEX), the second the Coulomb hole (COH).

**Cost of the static step.** Let one pole represent the screening, $W_c(iu)=-2g\Omega/(u^2+\Omega^2)$. Partial fractions give

$$\int_{-\infty}^{\infty}\frac{du}{(u^2+\Omega^2)(u^2+x^2)}=\frac{1}{\Omega^2-x^2}\left(\frac{\pi}{|x|}-\frac{\pi}{\Omega}\right)=\frac{\pi}{\Omega|x|(\Omega+|x|)}.$$

The contribution of a state is then $g\,\mathrm{sgn}(x)/(\Omega+|x|)$, against the static value $g\,\mathrm{sgn}(x)/\Omega$. The ratio is $\Omega/(\Omega+|x|)$, so in this model the static form overestimates the magnitude of every correlation term with $x\neq0$.

## 3. Where $1/\epsilon$ enters

In the random-phase approximation $W=v+v\chi_0W$, where $\chi_0$ is the response of independent electrons. Solving for $W$ and distributing the square roots of $v$ symmetrically,

$$W=v^{1/2}\,\epsilon^{-1}\,v^{1/2},\qquad \epsilon^{-1}=\left(1-v^{1/2}\chi_0v^{1/2}\right)^{-1}.$$

In a crystal these are matrices in reciprocal lattice vectors $\mathbf G,\mathbf G'$ at each wavevector $\mathbf q$. For small $q$, the commutator of a Hamiltonian with a local potential and $e^{i\mathbf q\cdot\mathbf r}$ gives

$$\langle c|e^{i\mathbf q\cdot\mathbf r}|v\rangle\simeq\frac{\mathbf q\cdot\mathbf p_{cv}}{\varepsilon_c-\varepsilon_v}.$$

The head of $\chi_0$ is therefore proportional to $q^2$. This cancels the $1/q^2$ of the Coulomb interaction, and an insulator has a finite

$$\epsilon=\lim_{q\to0}\frac{1}{[\epsilon^{-1}]_{00}(\mathbf q)} .$$

The matrix is inverted before its head is taken; that is how local fields enter. The macroscopic part of $W$ tends to $4\pi/(\epsilon q^2)$, which is $1/(\epsilon r)$ at large distance. Nothing in this argument fixes $W$ at distances comparable to a bond length.

## 4. The uniform reduction

Now replace $W(\mathbf r,\mathbf r';0)$ by $\alpha v(\mathbf r,\mathbf r')$ at all distances. Screened exchange becomes

$$-\gamma W\;\to\;-\alpha\gamma v=\alpha\Sigma_F .$$

This is the origin of the mixing fraction. The Coulomb hole contains $W_c\to-(1-\alpha)v$ at zero distance. With a momentum cutoff $K$,

$$v(\mathbf r,\mathbf r)=\int_{k<K}\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}=\frac{2K}{\pi},\qquad \Sigma_{\rm COH}\to-\frac{(1-\alpha)K}{\pi}\,\delta(\mathbf r-\mathbf r').$$

It diverges, but it is the same for every normalized orbital and drops out of differences between the levels of one crystal, such as the gap. Taken literally, the substitution thus gives $\alpha\Sigma_F$ plus a constant. No term $(1-\alpha)v_x$ appears. The semilocal part of the hybrid must be justified separately.

## 5. A finite screening length

A model without the divergence lets screening fade at large wavevector:

$$\epsilon^{-1}(q)=1-(1-\alpha)e^{-q^2/4\mu^2}.$$

The angular integral of the Fourier transform gives

$$W(r)=\frac1r-(1-\alpha)\frac{2}{\pi r}I(r),\qquad I(r)=\int_0^\infty dq\,\frac{\sin qr}{q}e^{-q^2/4\mu^2}.$$

Since $I'(r)=\int_0^\infty\cos(qr)\,e^{-q^2/4\mu^2}dq=\sqrt\pi\,\mu\,e^{-\mu^2r^2}$ and $I(0)=0$, $I=\tfrac{\pi}{2}\mathrm{erf}(\mu r)$. Hence

$$W(r)=\frac{1-(1-\alpha)\,\mathrm{erf}(\mu r)}{r}=\frac{\alpha}{r}+(1-\alpha)\frac{\mathrm{erfc}(\mu r)}{r}.$$

At small $r$, $\mathrm{erf}(\mu r)\simeq2\mu r/\sqrt\pi$, so the Coulomb hole is finite, $-(1-\alpha)\mu/\sqrt\pi$. The limit $\mu\to\infty$ restores the uniform reduction and its divergence.

In this model the part left over after removing $\alpha\Sigma_F$ is short-range exchange plus the hole. If $\mu^{-1}$ is much shorter than the distance over which $\gamma$ varies, $\gamma(\mathbf r,\mathbf r')$ can be replaced by $n/2$ inside the short range. With $\int d^3s\,\mathrm{erfc}(\mu s)/s=4\pi/(4\mu^2)=\pi/\mu^2$, the remainder becomes the local potential

$$(1-\alpha)\left[-\frac{\pi n}{2\mu^2}-\frac{\mu}{\sqrt\pi}\right].$$

At fixed $\mu$ this is linear in $n$, whereas local exchange varies as $n^{1/3}$. A short screening length makes the remainder local, but does not turn it into the usual exchange potential.

## 6. Local fields can screen more than $1/\epsilon$

The model of Section 5 never reduces an interaction below $\alpha v$. A crystal can. Suppose one polarization mode dominates at a given small $\mathbf q$, so that $v^{1/2}\chi_0v^{1/2}=-ss^T$ with a real vector $s_{\mathbf G}$. Put $A=s_0^2$ and $B=\sum_{\mathbf G\ne0}s_{\mathbf G}^2$. Direct multiplication confirms

$$(1+ss^T)^{-1}=1-\frac{ss^T}{1+A+B}.$$

The head is the macroscopic result, while the interaction of the mode's own charge pattern is reduced by a different factor:

$$\alpha=1-\frac{A}{1+A+B}=\frac{1+B}{1+A+B},\qquad \frac{s^T\epsilon^{-1}s}{s^Ts}=\frac{1}{1+A+B}=\frac{\alpha}{1+B}.$$

For $s=(1,\,0.6,\,0.5,\,0.3)$, $A=1$ and $B=0.70$, so $\alpha=1.70/2.70=0.63$ but the second factor is $1/2.70=0.37$. Exchange between a conduction state and the filled band involves valence–conduction pair densities, and these are also the densities that build $\chi_0$. Such elements can therefore be screened more strongly than $1/\epsilon$.

## 7. The semilocal completion

The hybrid replaces the unknown remainder by a semilocal potential:

$$\Sigma_{\rm COHSEX}-\alpha\Sigma_F\;\to\;\beta v_x^{\rm sl}+v_c^{\rm sl}.$$

The weight $\beta$ is chosen by asking that the uniform gas keep its exchange energy at any fixed $\alpha$. Its density matrix depends on $x=k_Fs$, with $s$ the separation and $n=k_F^3/3\pi^2$:

$$\gamma=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{i\mathbf k\cdot\mathbf s}=\frac{3n}{2}\frac{j_1(x)}{x}.$$

The exchange hole is $-2\gamma^2/n=-\tfrac{9n}{2}(j_1/x)^2$. Half its Coulomb energy is the exchange energy per electron:

$$e_x=\frac12\int_0^\infty4\pi s\,ds\left[-\frac{9n}{2}\frac{j_1^2}{x^2}\right]=-\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx .$$

From $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$ follows $(j_0^2+j_1^2)'=-4j_1^2/x$, so the integral is $\tfrac14$ and

$$e_x=-\frac{3k_F}{4\pi},\qquad v_x=\frac{d(ne_x)}{dn}=\frac43e_x=-\frac{k_F}{\pi}.$$

Fock exchange and the local density approximation (LDA) both give this $e_x$ in the uniform gas. The mixture gives $(\alpha+\beta)e_x$, hence $\beta=1-\alpha$. The result is

$$v_{xc}=\alpha\Sigma_F+(1-\alpha)v_x^{\rm sl}+v_c^{\rm sl},\qquad \alpha=\frac1\epsilon .$$

Keeping the full semilocal correlation is a further choice. For $\epsilon\to1$ the exchange is entirely Fock; for $\epsilon\to\infty$ it is entirely semilocal.

At fixed $\alpha$ this operator is the density-matrix derivative of

$$E_{xc}=\alpha E_x^F+(1-\alpha)E_x^{\rm sl}+E_c^{\rm sl},\qquad E_x^F=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}.$$

Varying the quadratic form $E_x^F$ gives two equal terms, which cancel the $\tfrac12$ and leave $-\gamma_\sigma v$. In a closed-shell code that builds the exchange matrix $\mathsf K$ from the spin-summed density matrix, the Fock term is $-\tfrac12\alpha\mathsf K$. This factor was tested on a beryllium atom in a 6-31G basis with $\alpha=0.4$ and LDA, at an arbitrary trial density matrix, so only the agreement of the two numbers matters: along one direction of change of the density matrix, the finite-difference slope of the total energy and the slope from the operator are both $-0.125877$ hartree.

If $\epsilon$ is recomputed from the hybrid orbitals, iterate with $\alpha$ fixed inside each self-consistent calculation. The derivative of $\alpha$ with respect to the density is then omitted, and total energies obtained with different $\alpha$ belong to different functionals.

To first order, at fixed orbitals, the hybrid changes a Kohn–Sham level by $\alpha\langle\Sigma_F-v_x\rangle$. With $\Delta$ denoting conduction minus valence,

$$E_g^{\rm hyb}=E_g^{\rm KS}+\alpha\,\Delta\langle\Sigma_F-v_x\rangle .$$

## 8. A model crystal

The crystal is simple cubic with $a=10$ bohr, two electrons per cell and the Kohn–Sham potential $-V_0\sum_i\cos(2\pi x_i/a)$, $V_0=0.1$ hartree. The potential is prescribed, not self-consistent; its exchange–correlation part is taken to be the LDA potential of the crystal's own density. The valence edge is at the zone corner R and the conduction edge at the face centre X.

On a mesh of 6 points per axis $\epsilon=2.18$, and on 8 points 2.17. The 6-point value gives $\alpha=0.459$, which is used below. Without local fields the 8-point value is 2.80; a separate evaluation from momentum matrix elements on that mesh agrees. The dielectric constant and the exchange elements hardly change with a larger plane-wave cutoff, but the Coulomb hole converges slowly. Raising the limit on squared wavevectors from 6 to 14, in units of $(2\pi/a)^2$, deepens it by about 0.01 hartree at R and by 0.002 to 0.003 hartree at X, which widens the COHSEX gap by about 0.01 hartree; a limit of 24 widens it by a further 0.002 hartree. The COH and COHSEX values below belong to the smaller cutoff.

The expectation values below, in hartree, use the 6-point mesh. From 4 to 6 points the difference in Fock exchange between the two edges changes by 0.003 hartree, so the fourth decimals serve to follow the arithmetic and are not converged.

| Quantity | R, valence | X, conduction |
|---|---:|---:|
| Fock | −0.3023 | −0.0525 |
| SEX | −0.1657 | −0.0209 |
| $\alpha\,\times$ Fock | −0.1388 | −0.0241 |
| COH | −0.1812 | −0.1246 |
| LDA exchange | −0.1911 | −0.1179 |
| LDA correlation | −0.0413 | −0.0319 |

Differences below are formed before rounding. The Kohn–Sham gap is 0.0649 hartree. The hybrid gap is

$$0.0649+0.459\,(0.2498-0.0732)=0.1459\ \text{hartree}=3.97\ \text{eV}.$$

Static COHSEX replaces all of $v_{xc}$:

$$0.0649+0.1448+0.0566-0.0732-0.0094=0.1836\ \text{hartree}=5.00\ \text{eV}.$$

Full Fock exchange with LDA correlation gives 6.57 eV (6.54 eV on a converged mesh), and the Kohn–Sham value is 1.77 eV. Relative to COHSEX at this cutoff, the hybrid gap is 21% too small; at the limit of 14 it is about 24% too small, and at 24 about 25%.

The shortfall of 0.0377 hartree can be split by comparing $\alpha\Sigma_F$ with screened exchange, and the semilocal term with the Coulomb hole. Uniform reduction gives an exchange difference of 0.1147 instead of 0.1448 hartree, which accounts for 0.0301. The Coulomb hole contributes 0.0566 to the gap, the semilocal term 0.0490, which accounts for the other 0.0076. In this split the exchange term is the larger part. At the larger cutoff the Coulomb-hole part roughly doubles, but it remains the smaller of the two. The split is a choice: in Section 7 the semilocal term stands for the whole remainder $\Sigma_{\rm COHSEX}-\alpha\Sigma_F$, which contributes 0.0867 hartree to the gap. The literal substitution of Section 4, with no semilocal term, would give $0.0649+0.1147-0.0827=0.0969$ hartree, further from COHSEX than the hybrid.

The ratio of SEX to Fock exchange is 0.55 at R and 0.40 at X, on either side of $\alpha=0.46$. Dropping the off-diagonal elements of $W$ changes SEX at X from $-0.0209$ to $-0.0353$ hartree and raises the ratio to 0.67. Off-diagonal local fields therefore bring the conduction element below $\alpha$, as the single-mode result allows.

The finite-range model, with $\mu=0.594$ bohr$^{-1}$ set by the Coulomb hole at R, gives SEX of $-0.1562$ hartree at R, closer than uniform reduction. At X it gives $-0.0292$, which is worse. The fitted $\mu$ inherits the slow convergence of the Coulomb hole: at the larger cutoffs it rises to 0.63–0.64 bohr$^{-1}$, giving about $-0.154$ at R and $-0.029$ at X, with the same ordering. A screening length alone does not repair both edges.

COHSEX is a reference for the substitution, not for experiment. It omits dynamical screening, vertex corrections and self-consistency. To estimate the first, let one pole reproduce both the static screening and the high-frequency limit $\omega_p^2/\omega^2$ of $1/\epsilon(\omega)-1$, with $\omega_p^2=4\pi n$. Then $\Omega=\omega_p/\sqrt{1-\alpha}=0.216$ hartree. For a state one Kohn–Sham gap away, the dynamical term is $0.216/(0.216+0.065)=0.77$ of the static one. A reduction by 23% is not small, so the distance between hybrid and COHSEX is not the error of the hybrid against a full calculation.

## 9. Use for device materials

The sensitivity of the model gap is $\partial E_g/\partial\alpha=0.1765$ hartree, or 4.8 eV per unit of $\alpha$, at fixed orbitals. Using $\epsilon=2.80$ without local fields would lower $\alpha$ to 0.357 and the gap by about 0.5 eV. The dielectric calculation therefore needs the same care as the band calculation.

Silicon has an electronic dielectric constant of roughly 12, which gives $\alpha\approx0.08$; for silicon dioxide it is roughly 2, which gives $\alpha\approx0.5$. The model's 2.2 is close to the oxide, but its electron density is about fifteen times below the valence density of silicon, so its gaps should not be transferred to either. A gate stack breaks the assumption of one uniform $\epsilon$. If the silicon fraction $1/12$ were imposed on the model insulator, its gap would fall from 3.97 to about 2.2 eV. A single global $\alpha$ cannot represent both sides of such an interface.

For a bulk, nearly isotropic insulator, the input is the clamped-ion $\epsilon$ with local fields. The static constant that includes lattice polarization does not belong here, since the derivation screens with electrons alone. In an anisotropic crystal the long-range interaction depends on direction, and a scalar $\alpha$ is an additional approximation. The numerical output below gives further digits for the smaller plane-wave cutoff.

## Values computed for the example and the checks

```
lattice constant: 10.0 bohr
potential amplitude V0: 0.100 hartree
k mesh per axis: 6; G vectors: 81
1D bands per axis in screening: 5
eps without local fields, mesh 6: 2.8094
eps without local fields, mesh 8: 2.8021
eps from momentum elements, mesh 8: 2.8021
eps from momentum elements, mesh 48: 2.8016
eps with local fields, mesh 4: 2.2517
eps with local fields, mesh 6: 2.1776
eps with local fields, mesh 8: 2.1713
alpha = 1/eps, mesh 6: 0.4592
oscillator sum per electron: 1.00000
valence R KS energy: -0.01868 hartree
valence R Fock: -0.30225 hartree
valence R Fock, mesh 4: -0.30449 hartree
valence R SEX: -0.16568 hartree
valence R SEX, diagonal W: -0.17888 hartree
valence R alpha*Fock: -0.13880 hartree
valence R SEX/Fock: 0.5482
valence R finite-range SEX: -0.15619 hartree
valence R COH: -0.18118 hartree
valence R LDA vx: -0.19114 hartree
valence R LDA vc: -0.04131 hartree
valence R COHSEX-alpha*Fock: -0.20807 hartree
valence R local replacement: -0.14467 hartree
conduction X KS energy: 0.04618 hartree
conduction X Fock: -0.05250 hartree
conduction X Fock, mesh 4: -0.05171 hartree
conduction X SEX: -0.02086 hartree
conduction X SEX, diagonal W: -0.03527 hartree
conduction X alpha*Fock: -0.02411 hartree
conduction X SEX/Fock: 0.3973
conduction X finite-range SEX: -0.02924 hartree
conduction X COH: -0.12460 hartree
conduction X LDA vx: -0.11790 hartree
conduction X LDA vc: -0.03189 hartree
conduction X COHSEX-alpha*Fock: -0.12135 hartree
conduction X local replacement: -0.09565 hartree
one-mode alpha: 0.6296; own ratio: 0.3704
mu from valence COH: 0.5938 1/bohr
model r*W at r=1 bohr: 0.6761
model r*W at r=5 bohr: 0.4592
model r*W at r=10 bohr: 0.4592
single-pole energy: 0.21558 hartree
dynamic/static factor at x=KS gap: 0.7687
uniform COH slope with cutoff: -0.1720 hartree bohr
uniform-gas exchange, kF=1: -0.23873 hartree
Be energy slope, differences: -0.125877 hartree
Be energy slope, operator: -0.125877 hartree
KS gap: 0.06487 hartree = 1.765 eV
hybrid gap: 0.14592 hartree = 3.971 eV
COHSEX gap: 0.18362 hartree = 4.996 eV
full Fock+LDA c gap: 0.24138 hartree = 6.568 eV
```
